# When a Kramers–Kronig transform needs the DC-conductivity pole

A heavily doped silicon contact beside an optical waveguide contains mobile electrons. They lower the real part of the permittivity, which shifts the phase of the guided light, and they absorb some of that light. Suppose that the real part is known over a wide range of photon energies and the absorption is wanted. Causality connects the two, so a Hilbert transform seems sufficient. For the mobile electrons, however, the transform of their ordinary real-part data gives negative absorption: the passive contact appears to amplify light.

A program that computes dielectric functions may offer a choice at this point: whether to add an intraband, or DC-conductivity, term to the transformed spectrum. The right choice depends on what the real-part data contain.

## The response behind the setting

The algebra uses atomic units and fields varying as $e^{-i\omega t}$, so that positive $\varepsilon''$ at $\omega>0$ means absorption. Carriers of density $n$ and mass $m$ lose momentum at a constant rate $\gamma>0$. Their polarization $P$ obeys

$$\ddot P+\gamma\dot P=\frac{n}{m}E,\qquad \omega_p^2=\frac{4\pi n}{m}.$$

In a steady field $\ddot P=0$, and the current is $\dot P=nE/(m\gamma)$. The DC conductivity is therefore $\sigma_0=n/(m\gamma)$. It is convenient to define

$$A=4\pi\sigma_0=\frac{\omega_p^2}{\gamma}.$$

Now apply a unit field impulse at $t=0$. It starts the current at $\dot P=n/m$, which then decays as $e^{-\gamma t}$. Integrating once gives

$$4\pi P(t)=A\left(1-e^{-\gamma t}\right).$$

The polarization tends to $A$ and stays there: free charge that has been displaced has no restoring force to bring it back. For $\mathrm{Im}\,\omega>0$ the Fourier integral converges, and

$$\chi(\omega)=A\int_0^\infty(1-e^{-\gamma t})e^{i\omega t}dt
=A\left[\frac{i}{\omega}-\frac{i}{\omega+i\gamma}\right]
=-\frac{\omega_p^2}{\omega(\omega+i\gamma)}.$$

The last step uses $i(\omega+i\gamma)-i\omega=-\gamma$ and $A\gamma=\omega_p^2$. The plateau in time has become a pole at $\omega=0$.

The full permittivity is $\varepsilon=\varepsilon_\infty+\chi$, with the bound-electron background $\varepsilon_\infty$ taken as constant. Multiplying numerator and denominator of $\chi$ by $\omega-i\gamma$ separates the parts:

$$\varepsilon'-\varepsilon_\infty=-\frac{\omega_p^2}{\omega^2+\gamma^2},\qquad
\varepsilon''=\frac{\omega_p^2\gamma}{\omega(\omega^2+\gamma^2)}.$$

The real part is smooth at zero frequency, while the imaginary part diverges as $A/\omega$. On the real axis away from $\omega=0$, the pole $iA/\omega$ is purely imaginary, so ordinary real-part data do not show it directly.

## What the added term repairs

Remove the pole before using causality:

$$g(\omega)=\chi(\omega)-\frac{iA}{\omega}
=-\frac{\omega_p^2}{\omega}\left[\frac1{\omega+i\gamma}+\frac{i}{\gamma}\right].$$

The bracket has numerator $\gamma+i(\omega+i\gamma)=i\omega$ over $\gamma(\omega+i\gamma)$. The factor $\omega$ cancels, leaving

$$g(\omega)=-\frac{i\omega_p^2}{\gamma(\omega+i\gamma)}.$$

Its one singularity is at $-i\gamma$, below the real axis. Integrate $g(x)/(x-\omega)$ along the real axis, pass above $x=\omega$ on a small semicircle, and close the path with a large upper semicircle. No singularity is enclosed, so the total is zero. On the large arc the integrand falls as $1/R^2$ while the length grows as $R$, so its contribution vanishes. The small semicircle runs clockwise and contributes $-i\pi g(\omega)$. Hence

$$P\!\int_{-\infty}^{\infty}\frac{g(x)}{x-\omega}dx=i\pi g(\omega),$$

where $P$ before an integral denotes its principal value. Divide by $i\pi$ and take the imaginary part, using $1/i=-i$:

$$\mathrm{Im}\,g(\omega)=-\frac1\pi P\!\int_{-\infty}^{\infty}\frac{\mathrm{Re}\,g(x)}{x-\omega}dx.$$

Away from zero, $\mathrm{Re}\,g=\varepsilon'-\varepsilon_\infty$ and $\mathrm{Im}\,g=\varepsilon''-A/\omega$. The result for $\omega\ne0$ is

$$\boxed{\varepsilon''(\omega)=-\frac1\pi P\!\int_{-\infty}^{\infty}\frac{\varepsilon'(x)-\varepsilon_\infty}{x-\omega}dx+\frac{4\pi\sigma_0}{\omega}}$$

A direct evaluation confirms the sign. Partial fractions give

$$\frac1{(x^2+\gamma^2)(x-\omega)}=\frac1{\omega^2+\gamma^2}
\left[\frac1{x-\omega}-\frac{x+\omega}{x^2+\gamma^2}\right].$$

Between symmetric limits that go to infinity, the first term has zero principal value and the part odd in $x$ vanishes. The rest uses $\int dx/(x^2+\gamma^2)=\pi/\gamma$, so the integral is $-\pi\omega/[\gamma(\omega^2+\gamma^2)]$. Multiplying by $-\omega_p^2$ from the data and by $-1/\pi$ from the transform gives

$$\varepsilon''_{\rm bare}=-\frac{\omega_p^2\omega}{\gamma(\omega^2+\gamma^2)}.$$

This is negative for every $\omega>0$. Adding the pole term gives

$$\frac{\omega_p^2}{\gamma}\,\frac{-\omega^2+(\omega^2+\gamma^2)}{\omega(\omega^2+\gamma^2)}
=\frac{\omega_p^2\gamma}{\omega(\omega^2+\gamma^2)},$$

which is the Drude absorption.

The two frequency limits fail differently without the term. For $\omega\ll\gamma$, the bare result goes to zero while the true one grows as $A/\omega$. For $\omega\gg\gamma$, the bare result approaches $-A/\omega$ and nearly cancels the pole term; the physical remainder is the much smaller $\omega_p^2\gamma/\omega^3$.

## When the term should stay off

The pole can also reach the transform through the real part. Just above the real axis, at $x+i\eta$,

$$\mathrm{Re}\,\frac{iA}{x+i\eta}=\frac{A\eta}{x^2+\eta^2}.$$

This peak has area $\pi A$ for every $\eta>0$. As $\eta\to0$ it becomes $\pi A\,\delta(x)=4\pi^2\sigma_0\delta(x)$, whose transform is

$$-\frac1\pi\,\frac{\pi A}{0-\omega}=\frac A\omega.$$

The spike and the added term are the same contribution. If a program supplies $\mathrm{Re}\,\chi(x+i\eta)$ and the grid resolves the width $\eta$, its transform already gives $\mathrm{Im}\,\chi(\omega+i\eta)$. The contour argument applies on the shifted line without a pole to remove, and adding $A/\omega$ would count the carriers' DC response twice. The result still belongs to the shifted line. For $\omega$ much larger than $\gamma$ and $\eta$, its loss exceeds that at real frequency by a factor of about $1+2\eta/\gamma$, so $\eta$ must be much smaller than $\gamma/2$ if the physical absorption is wanted. At low frequency it must also be much smaller than $\omega$: at $\omega=\eta\ll\gamma$ the shifted loss is only half the physical one.

A second case looks similar but is physically different. Without collisions the intraband response is $-\omega_p^2/\omega^2$. Replacing $\omega$ by $\omega+i\eta$ in both factors gives

$$\chi_2=-\frac{\omega_p^2}{(\omega+i\eta)^2},\qquad
\mathrm{Im}\,\chi_2=\frac{2\omega_p^2\eta\omega}{(\omega^2+\eta^2)^2}.$$

This function has no pole at $\omega=0$. Since $4\pi\,\mathrm{Re}\,\sigma=\omega\,\mathrm{Im}\,\chi$, its DC conductivity is zero. Its transform needs no added term, but it does not describe a conductor at low frequency. For $\omega\gg\eta$ its loss is $2\omega_p^2\eta/\omega^3$, which matches the Drude loss if $\eta=\gamma/2$. Agreement at optical frequency therefore does not show that the DC limit is right.

The setting should be on for ordinary real-axis data from a model with finite $\sigma_0$. It should be off for an insulator, for $\chi_2$, and for shifted data with a resolved spike. If the intraband $\varepsilon''$ has already been calculated directly, it should not be supplemented by another pole.

## Where the value of the conductivity comes from

A separate electrical measurement or transport calculation can supply $\sigma_0$. Sufficiently complete real-part data also determine it. Integrate $\chi(x)$ along the real axis, pass above the pole at zero, and close the path in the upper half-plane. The far arc vanishes because $\chi\sim-\omega_p^2/x^2$. The clockwise semicircle contributes $-i\pi(iA)=\pi A$, so the principal-value integral of $\chi$ is $-\pi A$. The imaginary part is odd and drops out:

$$A=-\frac1\pi\int_{-\infty}^{\infty}\left[\varepsilon'(x)-\varepsilon_\infty\right]dx.$$

A damped bound oscillator has no pole at zero, so the same argument gives it zero weight. In a spectrum with both kinds of electron, the integral selects the free-carrier part.

This sum rule demands more of the data than the transform does. If $\varepsilon_\infty$ is wrong by a constant, the transform over the whole axis is unaffected, because the principal value for a constant tends to zero as the symmetric limits go to infinity. The sum-rule integral, however, diverges as the band is widened. Over a finite band the transform is affected too: for data ending at $\Omega>\omega$, an error $c$ in $\varepsilon_\infty$ changes $\varepsilon''$ by $(c/\pi)\ln[(\Omega+\omega)/(\Omega-\omega)]$ in magnitude. With $c=0.1$ and $\Omega=2$ eV this is 0.027 at 0.80 eV, more than half of the loss in the example below.

## Choosing the frequency grid

An infinite frequency axis can be mapped to a circle by

$$x=L\tan(\theta'/2),\qquad \omega=L\tan(\theta/2),$$

where $L$ is an energy scale chosen by the user. With $\delta=\theta'-\theta$,

$$dx=\frac{L\,d\theta'}{2\cos^2(\theta'/2)},\qquad
x-\omega=\frac{L\sin(\delta/2)}{\cos(\theta'/2)\cos(\theta/2)}.$$

Divide these and write $\theta/2=\theta'/2-\delta/2$ in the remaining cosine:

$$\frac{dx}{x-\omega}=\frac{\cos(\theta/2)\,d\theta'}{2\cos(\theta'/2)\sin(\delta/2)}
=\frac12\left[\cot\frac\delta2+\tan\frac{\theta'}2\right]d\theta'.$$

The real part is even in $x$, so its product with the tangent is odd and integrates to zero. Take $N$ samples at $\delta_j=(j+\tfrac12)h$, with $h=2\pi/N$ and $j=0,\ldots,N-1$. They straddle the singularity symmetrically:

$$P\!\int\frac{f(x)}{x-\omega}dx\simeq\frac h2\sum_{j=0}^{N-1}f(x_j)\cot\frac{\delta_j}2,
\qquad x_j=L\tan\frac{\theta+\delta_j}{2}.$$

Here $f=\varepsilon'-\varepsilon_\infty$. To see the accuracy, expand $f$ in harmonics $e^{im\theta'}$. For $m>0$,

$$\sin(m\delta)\cot(\delta/2)=1+2\sum_{k=1}^{m-1}\cos(k\delta)+\cos(m\delta).$$

The cosines sum to zero over the samples when $0<k<N$. For $0<m<N$ the rule therefore gives $hN/2=\pi$, the same value as the integral. At $m=N$ the last cosine equals $-1$ at every sample and the rule gives zero instead. The error thus begins with the $N$th harmonic.

With $z=e^{i\theta'}$, $x=-iL(z-1)/(z+1)$. The Drude singularities $x=\pm i\gamma$ lie at $z=(L-\gamma)/(L+\gamma)$ and at its inverse. The harmonics, and hence the error, fall as

$$\rho^N,\qquad \rho=\left|\frac{L-\gamma}{L+\gamma}\right|.$$

For pure Drude data $L=\gamma$ is ideal, since $f$ then contains no harmonic above the first. If $L\gg\gamma$, then $\ln(1/\rho)\simeq2\gamma/L$, and the number of samples needed grows as $L/\gamma$. Other spectral features have their own singularities and may call for a compromise in $L$; convergence should then be checked by increasing $N$ at fixed $L$.

## A doped-contact example

Take $n=10^{20}$ cm$^{-3}$, mobility $\mu=100$ cm$^2$/Vs, $\varepsilon_\infty=11.7$ and temperature 300 K. Rough silicon electron masses are 0.92 along a valley axis and 0.19 across it, in electron masses. Equivalent valleys along the three axes average the inverse masses, so

$$m=\frac{3}{1/0.92+2/0.19}=0.2583.$$

Since $\mu=1/(m\gamma)$ in atomic units, the mobility gives $\gamma=0.04481$ eV. The density gives $\omega_p=0.7306$ eV. Hence

$$A=\frac{(0.7306)^2}{0.04481}\simeq11.91\ \text{eV}.$$

The DC conductivity $ne\mu$ is 1602 S/cm, and converting it to an energy gives the same $A$. The sum rule applied to $\varepsilon'$ also returns 11.910 eV.

At 0.10 eV, $\omega^2+\gamma^2=0.01201$ eV$^2$. The bare transform is $-11.91\times0.10/0.01201\simeq-99.2$, and the pole term is $11.91/0.10=119.1$. Their sum is 19.9. The numerical transform with $L=0.20$ eV and $N=400$ gives:

| $\omega$ (eV) | $\varepsilon'$ | bare | pole | sum |
|---:|---:|---:|---:|---:|
| 0.02 | −209.93 | −98.91 | 595.52 | 496.61 |
| 0.10 | −32.75 | −99.18 | 119.10 | 19.92 |
| 0.20 | −1.01 | −56.71 | 59.55 | 2.847 |
| 0.80 | 10.87 | −14.841 | 14.888 | 0.0466 |

The sums agree with the direct Drude values to the digits shown. At 0.80 eV (1550 nm), the absorption coefficient is $2\omega\,\mathrm{Im}\sqrt\varepsilon/c\simeq573$ cm$^{-1}$ in this model.

The predicted error factor per added sample is $\rho=0.634$. Raising $N$ from 16 to 32 reduces the largest error in the bare $\varepsilon''$ from 0.37 to $2.6\times10^{-4}$, an observed factor of 0.634 per sample. At $N=64$ the error is $1.2\times10^{-10}$. The numerical output contains the remaining values.

## Why good data can still give poor absorption

An error $\delta A$ changes the recovered absorption by $\delta A/\omega$. Relative to the true value,

$$\frac{\delta\varepsilon''}{\varepsilon''}
=\frac{\delta A}{A}\,\frac{A/\omega}{\varepsilon''}
=\frac{\delta A}{A}\left(1+\frac{\omega^2}{\gamma^2}\right).$$

At 0.80 eV the last factor is 320. A 1% error in $\sigma_0$, with the real-part data held fixed, therefore changes $\varepsilon''$ by 320%. The same applies if the real part and the pole term are built with slightly different $\gamma$. At this energy a direct calculation of $\varepsilon''$ is preferable when one is available.

A finite data band adds another error. Suppose that the data end at $\Omega>\omega$. If $\sigma_0$ is known electrically, the missing positive contribution is, for $\Omega\gg\gamma$,

$$\frac{2\omega_p^2\omega}{\pi}\int_\Omega^\infty\frac{dx}{x^2(x^2-\omega^2)}
\simeq\frac{2\omega_p^2\omega}{3\pi\Omega^3}\quad(\Omega\gg\omega).$$

If $A$ also comes from the truncated sum rule, a further $(2\omega_p^2/\pi\omega)\int_\Omega^\infty dx/x^2$ is lost. Combining the integrands gives

$$\frac{2\omega_p^2}{\pi\omega}\int_\Omega^\infty\frac{dx}{x^2-\omega^2}
\simeq\frac{2\omega_p^2}{\pi\omega\Omega}\quad(\Omega\gg\omega),$$

which falls much more slowly with $\Omega$. For $\Omega=2$ eV, the errors relative to the true $\varepsilon''$ at 0.10 eV are −0.007% with the electrical $\sigma_0$ and −8.5% with the truncated sum rule. At 0.80 eV they are −27% and −483%; the latter makes the recovered absorption negative even though a pole term has been added. The truncated sum rule gives an $A$ that is only 1.4% too low, so an electrical value is the better choice for this band if its own error is smaller than that. Even then it does not replace the missing optical data.

## How far the model describes a real contact

The chosen density belongs to a heavily doped contact and is far above that of a typical modulator waveguide core, roughly $10^{17}$–$10^{18}$ cm$^{-3}$. The mobility is a round number on the high side: empirical fits for n-type silicon at this doping give about 60–75 cm$^2$/Vs, and 70 cm$^2$/Vs would raise the Drude loss at 0.80 eV by a factor of about 1.4. Empirical absorption fits at 1550 nm, evaluated at this density, lie roughly 1.5 to 3.5 times above the model's 573 cm$^{-1}$. Two assumptions are especially exposed at 1550 nm. One is that the electrons absorb only within their own band. In n-type silicon, light can also lift them directly to the next conduction band, about 0.5 eV higher at the valley minimum. The direct transition is dipole-forbidden on the valley axis and is carried by electrons off the axis; at this density and 0.80 eV the additional loss can be comparable to the Drude loss. The other is a constant $\gamma$: the photon energy is about 12 times the carriers' chemical potential of 0.065 eV, so the DC scattering rate need not apply. If the optical rate were twice the DC rate at fixed $\omega_p$, the loss would rise by a factor of 1.98. This is a sensitivity estimate, not a prediction for silicon; the 573 cm$^{-1}$ above would rise in nearly the same proportion, so its three figures describe the model and not a real contact.

Even if the scattering does not depend on the photon energy, the carriers can have a spread of lifetimes $\tau$. At high frequency their loss follows the average of $1/\tau$, whereas $\sigma_0$ follows the average of $\tau$. For a trial law $\tau\propto E^{3/2}$ with Fermi statistics, and with $\sigma_0$ and $\omega_p$ held fixed, the loss at 0.80 eV is 1.50 times the Drude value at 300 K and 1.65 times at 400 K. The high-frequency averages alone would give about 1.6 and 1.9; the limit is not fully reached because the lowest-energy carriers have lifetimes too short for $\omega\tau\gg1$. Halving the lifetime along the valley axis relative to that across it gives a factor of 1.04. These responses are sums of Drude terms, so the pole rule still holds with the total $\sigma_0$. Nonparabolic bands, with a rough coefficient of 0.5 eV$^{-1}$, raise the thermally averaged mass that sets $\omega_p$ by about 10% at this density. A local-pseudopotential band structure gives about 16%, so the single coefficient is only a rough guide here.

The constant background also matters, even when the bound electrons absorb nothing at these energies. A lossless bound oscillator at a rough 4 eV raises $\varepsilon'$ by 0.45 between zero frequency and 0.80 eV; for comparison, the free carriers contribute −0.83 to $\varepsilon'$ at 0.80 eV. If the data end at 2 eV and only a constant is subtracted, the oscillator's dispersion adds a false $\varepsilon''$ of about −0.66 at 0.80 eV, some 14 times the Drude loss in size. For measured spectra, subtracting the $\varepsilon'$ of an undoped reference is therefore safer than subtracting a constant, but doping must leave the bound response almost unchanged. Over the same band, a 1% change in the oscillator's strength would still alter $\varepsilon''$ by 0.022, about half the Drude loss.

## Computed results

```
density = 1.0e+20 cm^-3
mobility = 100 cm2/Vs
temperature = 300 K
eps_inf = 11.7
longitudinal, transverse mass = 0.92, 0.19 m_e
conductivity mass = 0.2583 m_e
plasma energy wp = 0.7306 eV
scattering energy gamma = 0.04481 eV
dc conductivity = 1602.2 S/cm
pole weight from n e mu = 11.91043 eV
pole weight from Re eps = 11.91043 eV
long-time kernel plateau = 11.91043 eV
pole weight, bound oscillator = 1.3e-16 eV
w(eV) | Re eps | bare | pole | sum | direct Im eps
0.02 | -209.9292 | -98.90915 | 595.52149 | 496.61234 | 496.61234
0.05 | -106.6940 | -132.09278 | 238.20859 | 106.11581 | 106.11581
0.10 | -32.7492 | -99.18450 | 119.10430 | 19.91979 | 19.91979
0.20 | -1.0061 | -56.70505 | 59.55215 | 2.84710 | 2.84710
0.80 | 10.8686 | -14.84146 | 14.88804 | 0.04657 | 0.04657
map scale L = 0.20 eV
predicted error factor per sample = 0.6339
observed error factor per sample = 0.6344
N = 8: largest error of bare transform = 1.37e+01
N = 16: largest error of bare transform = 3.73e-01
N = 32: largest error of bare transform = 2.57e-04
N = 64: largest error of bare transform = 1.19e-10
wavelength at 0.8 eV = 1549.8 nm
absorption coefficient at 0.8 eV = 572.7 cm^-1
sigma0 error amplification at 0.8 eV = 319.7
data band ends at 2.0 eV; errors of Im eps:
 0.1 eV, electrical sigma0: -0.007 %
 0.1 eV, band-limited sum rule: -8.5 %
 0.8 eV, electrical sigma0: -26.952 %
 0.8 eV, band-limited sum rule: -482.9 %
neglected effects at 0.8 eV:
 chemical potential at 300 K = 0.0652 eV
 thermal energy at 300 K = 0.0259 eV
 photon energy / chemical potential = 12.3
 loss ratio, tau ~ E^1.5, 300 K = 1.499
 loss ratio, same, 400 K, mobility fixed = 1.649
 loss ratio, longitudinal tau halved = 1.041
 loss ratio, optical gamma doubled = 1.981
 nonparabolicity coefficient = 0.5 1/eV
 nonparabolic mass factor = 1.065
 assumed interband energy = 4.0 eV
 background change of Re eps = 0.446
 free-carrier change of Re eps = -0.831
```
